# VV10 polarizability and C6 of hydrogen, and the tail of omega_g

## Question

I want to work out what the VV10 nonlocal correlation functional says about a hydrogen atom, using the exact density and $C=0.0093$. In atomic units I have

$$
n(r)=\frac{e^{-2r}}{\pi},\qquad \omega_0^2=\omega_g^2+\frac{\omega_p^2}{3},\qquad \omega_p^2=4\pi n,\qquad \omega_g^2=C\left|\frac{\nabla n}{n}\right|^4 .
$$

I am stuck in three places.

1. My $\omega_g$ does not depend on $r$ at all, which looks suspicious, and I cannot do the integral for the polarizability.
2. I do not see how $C_6$ follows from the VV10 energy, or which factors of 2 survive.
3. I have read that $\omega_g$ acts as a local gap. In the density tail, is it the ionization energy?

## Answer

Your constant $\omega_g$ is right, and it is what makes the integral solvable. I treat the atom nonrelativistically with a fixed nucleus and keep atomic units in the algebra.

### From the VV10 energy to $C_6$

The nonlocal part of the energy that matters here is

$$
E=\frac12\iint n(\mathbf r)\,\Phi\,n(\mathbf r')\,d\mathbf r\,d\mathbf r',\qquad
\Phi=-\frac{3}{2\,g\,g'(g+g')},\qquad g=\omega_0 s^2+\kappa ,
$$

where $s=|\mathbf r-\mathbf r'|$, a prime marks a quantity taken at $\mathbf r'$, and $\kappa$ is a density-dependent term that damps the kernel at short range.

Put two atoms A and B a large distance $R$ apart. I take $R$ so large that the two densities do not overlap appreciably. This condition is needed because $\omega_0$ and $\kappa$ depend on the total density, and $\omega_g$ even vanishes at the midpoint between identical atoms, where $\nabla n=0$. Without overlap each atom keeps its isolated $\omega_0$ and $\kappa$, so the terms with both points on the same atom are already present in the isolated atoms and drop out of the interaction energy. Two cross terms remain, A–B and B–A. They are equal, so they cancel the factor $\tfrac12$. For large $R$ we have $s\to R$, and $\kappa$ is negligible beside $\omega_0R^2$, so $g\to\omega_0R^2$ and

$$
E\to-\frac{C_6}{R^6},\qquad
C_6=\frac32\iint\frac{n\,n'}{\omega_0\omega_0'(\omega_0+\omega_0')}\,d\mathbf r\,d\mathbf r' .
$$

To bring in the polarizability, split into partial fractions for $a\neq b$:

$$
\int_0^\infty\!\frac{du}{(a^2+u^2)(b^2+u^2)}
=\frac{1}{b^2-a^2}\int_0^\infty\!\left[\frac1{a^2+u^2}-\frac1{b^2+u^2}\right]du
=\frac{\pi}{2}\,\frac{1/a-1/b}{b^2-a^2}=\frac{\pi}{2ab(a+b)} .
$$

The case $a=b$ follows by continuity. With $a=\omega_0$ and $b=\omega_0'$, the factor $1/[ab(a+b)]$ equals $2/\pi$ times this integral, and the double integral over space separates into the product $\alpha_A(iu)\,\alpha_B(iu)$ of one spatial integral per atom. For two identical atoms, as here,

$$
C_6=\frac3\pi\int_0^\infty\alpha(iu)^2\,du,\qquad
\alpha(iu)=\int\frac{n(\mathbf r)}{\omega_0^2(\mathbf r)+u^2}\,d\mathbf r .
$$

This $\alpha(iu)$ is the VV10 polarizability at imaginary frequency. Each piece of density responds as an oscillator of frequency $\omega_0(\mathbf r)$.

### The integral for hydrogen

For $n=e^{-2r}/\pi$ the logarithmic derivative is $n'(r)/n=-2$ at every $r$. Hence

$$
\omega_g^2=16C,\qquad \omega_g=4\sqrt C,\qquad \omega_0^2=16C+\tfrac43e^{-2r}.
$$

Write $W=16C+u^2$. The angular integral gives $4\pi$, and multiplying numerator and denominator by $\tfrac34e^{2r}$ gives

$$
\alpha(iu)=4\int_0^\infty\frac{r^2e^{-2r}}{W+\frac43e^{-2r}}\,dr
=3\int_0^\infty\frac{r^2}{1+\frac34We^{2r}}\,dr .
$$

Set $x=2r$, so that $r^2dr=x^2dx/8$, and define $z=4/(3W)$:

$$
\alpha(iu)=\frac38\int_0^\infty\frac{x^2}{e^x/z+1}\,dx .
$$

This is a Fermi–Dirac integral. For $z<1$, expand

$$
\frac1{e^x/z+1}=\sum_{k\ge1}(-1)^{k+1}z^ke^{-kx}
$$

and use $\int_0^\infty x^2e^{-kx}dx=2/k^3$. The sum is $-2\,\mathrm{Li}_3(-z)$, where $\mathrm{Li}_3(y)=\sum_k y^k/k^3$. Both sides are analytic for all $z>0$, so the result continues to larger $z$:

$$
\alpha(iu)=-\frac34\,\mathrm{Li}_3\!\left(-\frac{4}{3(16C+u^2)}\right),\qquad
\alpha(0)=-\frac34\,\mathrm{Li}_3\!\left(-\frac1{12C}\right).
$$

At large $u$ the argument is small and $\alpha\to\frac34\cdot\frac{4}{3u^2}=1/u^2$, the response of one free electron, as it must be.

### A form you can evaluate by hand

At $u=0$, $z=1/(12C)=8.961$, where the power series diverges. Let $L=\ln z$ and $y=x-L$. Then

$$
-2\,\mathrm{Li}_3(-z)=\int_{-L}^\infty\frac{(y+L)^2}{e^y+1}\,dy .
$$

For negative $y$ use $1/(e^y+1)=1-1/(e^{-y}+1)$, then replace $y$ by $-y$ in the second part:

$$
-2\,\mathrm{Li}_3(-z)=\frac{L^3}{3}-\int_0^L\frac{(L-y)^2}{e^y+1}dy+\int_0^\infty\frac{(L+y)^2}{e^y+1}dy .
$$

Extend the middle integral to infinity and add back what was subtracted in excess. Since $(L+y)^2-(L-y)^2=4Ly$,

$$
-2\,\mathrm{Li}_3(-z)=\frac{L^3}{3}+4L\int_0^\infty\frac{y\,dy}{e^y+1}+\int_L^\infty\frac{(y-L)^2}{e^y+1}dy .
$$

The first integral is $\sum_k(-1)^{k+1}/k^2=\pi^2/12$. In the second, put $y=L+t$; it becomes the original integral with $z$ replaced by $1/z$, for which the series converges. Dividing by 2,

$$
-\mathrm{Li}_3(-z)=\frac{L^3}6+\frac{\pi^2L}6+\sum_{k\ge1}\frac{(-1)^{k+1}}{k^3z^k}.
$$

With $L=2.193$ the three parts are $1.757+3.607+0.110=5.474$. Therefore

$$
\alpha(0)=0.75\times5.474=4.106\ \text{a.u.}=0.608\ \text{Å}^3 .
$$

For $C_6$, I integrated the square of the formula for $\alpha(iu)$ by Gauss–Legendre quadrature, with the half-line $u>0$ mapped to a finite interval:

$$
C_6=5.942\ \text{a.u.}=3.551\ \text{eV Å}^6 .
$$

### Comparison with the true response

The nonrelativistic response of hydrogen can be computed without any functional. I diagonalized the $p$-wave Hamiltonian in ten radial functions and used the resulting excitation energies and oscillator strengths. This gives $\alpha(0)=0.667$ Å$^3$ and $C_6=3.883$ eV Å$^6$. Relative to these values, VV10 is 8.8 % low in $\alpha(0)$ and 8.6 % low in $C_6$. The density was exact, so these errors belong to the VV10 response model with this $C$.

The plasma term matters. Without it, $\omega_0=\omega_g$ everywhere, and the formulas reduce to $\alpha(0)=1/\omega_g^2$, or 0.996 Å$^3$, and $C_6=3/(4\omega_g^3)$, or 7.81 eV Å$^6$. Both are far too large.

The two terms in $\omega_0^2$ are equal where $\frac43e^{-2r}=16C$, that is $e^{-2r}=12C$ and $r=L/2$, or 0.580 Å. Radial quadrature puts 62.5 % of the electron outside this radius, but 79.9 % of $\alpha(0)$. The outer density is softer: $\omega_0$ falls from 16.1 eV at 0.5 Å to 10.5 eV at 2 Å.

### What $\omega_g$ means in the tail

Take the exact density of a neutral atom with ionization energy $I$, and let this density be spherical. Far out, an electron sees an ion of charge $+1$. I assume that the slowest-decaying part of the density leaves this ion in its ground state. Write $n\propto\chi^2/r^2$. Up to terms of order $1/r^2$, which include any centrifugal term,

$$
-\frac12\chi''-\frac1r\chi=-I\chi .
$$

Try $\chi=r^\nu e^{-\lambda r}$. Then

$$
\frac{\chi''}{\chi}=\left(\frac\nu r-\lambda\right)^2-\frac{\nu}{r^2}=\lambda^2-\frac{2\lambda\nu}{r}+O(r^{-2}),
$$

while the equation requires $\chi''/\chi=2I-2/r$. So $\lambda=\sqrt{2I}$ and $\nu=1/\lambda$. The density then obeys

$$
\frac{n'}{n}=\frac{2\chi'}{\chi}-\frac2r=-2\left(\lambda-\frac\beta r\right),\qquad \beta=\frac1\lambda-1,
$$

and, since $\omega_g=\sqrt C\,(n'/n)^2$,

$$
\omega_g\simeq4\sqrt C\left(\lambda-\frac\beta r\right)^2\;\longrightarrow\;4\sqrt C\,\lambda^2=8\sqrt C\,I .
$$

The density itself decays exponentially, so $\omega_p\to0$ and $\omega_0$ has the same limit.

So the answer to your third question is no: far out in the tail of a spherical density, $\omega_g$ is proportional to the ionization energy, with the factor $8\sqrt{0.0093}=0.7715$. For hydrogen, $0.7715\times13.606$ eV $=10.50$ eV. Hydrogen has $I=\frac12$, hence $\lambda=1$ and $\beta=0$, so the $1/r$ correction vanishes. Its density is a pure exponential, and the tail value therefore holds at every radius.

When $I$ differs appreciably from $\frac12$, $\beta$ is not small and the limit is approached only as $1/r$: from above for $I>\frac12$ ($\beta<0$), from below for $I<\frac12$ ($\beta>0$). As an illustration, I put two independent electrons in the lowest orbital of the potential $-(1+e^{-2r})/r$ and solved for it by finite differences. The removal energy is minus the orbital energy, 25.4 eV. The ratio $\omega_g/I$ is 0.859 at 2 Å, 0.814 at 4 Å and 0.799 at 6 Å, still 3.6 % above its limit. The formula with the $1/r$ term gives 0.798 at 6 Å.

The spherical assumption matters for open shells. Take independent electrons with a single $p_z$ orbital as the highest occupied one. On the plane $z=0$ its density and the gradient of that density both vanish. There $\omega_g$ is set by the more tightly bound $s$ orbital and tends to a larger value than $8\sqrt C\,I$.

The relation also needs a density with the correct decay. In a finite Gaussian basis the outermost density behaves as $e^{-2ar^2}$, apart from powers of $r$, where $a$ now denotes the smallest Gaussian exponent that contributes to the density. Then $n'/n\simeq-4ar$, and $\omega_g\simeq16\sqrt C\,a^2r^2$ grows without limit instead of settling at $8\sqrt C\,I$.

### Should $C$ be changed to make $\omega_g=I$?

That would require $8\sqrt C=1$, so $C=1/64=0.015625$. The formula for $\alpha(0)$ then gives 0.413 Å$^3$ for hydrogen, 38 % below the true value. Solving the same formula for the $C$ that reproduces the true $\alpha(0)$ gives 0.0082, which moves the tail frequency further below $I$. For hydrogen, a good polarizability and $\omega_g=I$ are incompatible within this model. It is safer to read $\omega_g$ as an effective response frequency whose scale in the tail is set by $I$.
